# Total internal reflection at a low-k_F cap on a thick film

## Result

A metal film of thickness \(d\) has Fermi wavevector \(k_f\) and bulk mean free path \(\lambda\ll d\). If a face scatters every carrier diffusely, it raises the resistivity, to first order in \(\lambda/d\), by

\[
\frac{\Delta\rho}{\rho_0}=\frac{3\lambda}{16d}.
\]

Now let that face carry an ultrathin cap with Fermi wavevector \(k_c<k_f\) and a diffuse outer surface. With partial reflection neglected, the correction of this face becomes

\[
\boxed{\;\frac{\Delta\rho}{\rho_0}=r^4\,\frac{3\lambda}{16d},\qquad r=\frac{k_c}{k_f}\;}
\]

The factor multiplies the first-order correction of the capped face. It does not multiply the correction of the opposite face or the whole resistivity.

## Assumptions

- Both metals have spherical Fermi surfaces, and the film has one relaxation time \(\tau\).
- The buried interface is smooth, so the wavevector \(\mathbf k_\parallel\) parallel to it is conserved.
- A carrier that can propagate in the cap enters it with certainty. This is the neglect of partial reflection.
- The cap is thick enough to stop evanescent waves, but so thin that its own conduction is negligible. Scattering of the evanescent wave inside the cap is neglected.
- Resistivity is referred to the film thickness \(d\), without the cap.

The result is a ratio and needs no system of units. The example uses nm, eV and µΩ cm.

## Carriers in the film

Let \(z\) run from 0 at the bottom face to \(d\) at the capped face, and let a force \(F\) act on the carriers along \(x\). The linearised Boltzmann equation for the deviation \(\delta f\) from equilibrium \(f_0\) is

\[
v_z\frac{\partial\,\delta f}{\partial z}+Fv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau}.
\]

Far from the faces \(\delta f=(-\partial f_0/\partial\varepsilon)F\tau v_x\). We measure the deviation in units of this bulk solution:

\[
\delta f=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)F\tau v_x\,\varphi .
\]

Insert this and divide by \((-\partial f_0/\partial\varepsilon)Fv_x\). The result is \(\tau v_z\,\partial\varphi/\partial z=1-\varphi\). Let \(u=|\cos\theta|\), with \(\theta\) measured from the film normal. Then \(\tau v_z=\pm\lambda u\) for upward and downward carriers, and

\[
\varphi_\uparrow=1-a\,e^{-z/(\lambda u)},\qquad
\varphi_\downarrow=1-b\,e^{-(d-z)/(\lambda u)} .
\]

The constants \(a(u)\) and \(b(u)\) measure the drift missing just after a carrier leaves the bottom and top face.

Let \(p_b(u)\) and \(p_t(u)\) be the probabilities of specular return. Diffusely returned carriers have a distribution independent of direction. Its value is fixed by particle conservation as the flux-weighted mean of the arriving deviation. That deviation is proportional to \(v_x\) and averages to zero over azimuth, so diffuse return contributes no drift. With \(E=e^{-d/(\lambda u)}\), the boundary conditions are

\[
1-b=p_t(1-aE),\qquad 1-a=p_b(1-bE),
\]

or

\[
b=1-p_t+p_t\,aE,\qquad a=1-p_b+p_b\,bE .
\]

## Conductance and the thick-film limit

The current weights \(\varphi\) by \(v_x^2\), which after averaging over azimuth is proportional to \(1-u^2\). The bulk value \(\varphi=1\) must give \(\sigma_0\), so the local conductivity is

\[
\frac{\sigma(z)}{\sigma_0}=\frac34\int_0^1(1-u^2)(\varphi_\uparrow+\varphi_\downarrow)\,du ,
\]

because \(\tfrac34\cdot2\cdot\tfrac23=1\). The depth average of each exponential is \(\lambda u(1-E)/d\). Hence \(\sigma/\sigma_0=1-L\), with

\[
L=\frac{3\lambda}{4d}\int_0^1u(1-u^2)(a+b)(1-E)\,du .
\]

Adding the two boundary conditions gives

\[
a+b=(1-p_b)+(1-p_t)+E(p_bb+p_ta).
\]

Subtract \(E(a+b)\) from both sides:

\[
(a+b)(1-E)=(1-p_b)+(1-p_t)-E\big[(1-p_t)a+(1-p_b)b\big].
\]

The bracket lies between 0 and 2 if \(a\) and \(b\) lie between 0 and 1. Solving the boundary conditions for \(a\) gives

\[
a=\frac{1-p_b+p_b(1-p_t)E}{1-p_bp_tE^2},\qquad
1-a=\frac{p_b(1-E)(1+p_tE)}{1-p_bp_tE^2}.
\]

Neither expression is negative, and the same holds for \(b\) with the faces exchanged. Since \(E\le e^{-d/\lambda}\) and \(\int_0^1u(1-u^2)du=\tfrac14\), dropping the term in \(E\) overstates \(L\) by at most \((3\lambda/8d)e^{-d/\lambda}\).

What remains is a sum over faces. Each face contributes

\[
L_{\rm face}=\frac{3\lambda}{4d}\int_0^1u(1-u^2)\,[1-p(u)]\,du .
\]

For \(p=0\) this is \(3\lambda/(16d)\). The resistivity is

\[
\frac{\rho}{\rho_0}=\frac1{1-L}=1+L+\frac{L^2}{1-L},
\]

so its first-order correction equals the first-order conductance loss. The faces mix in the second-order term.

## What the cap does

A carrier at the film's Fermi energy with parallel wavevector \(k_\parallel\) has, inside the cap,

\[
k_{z,c}^2=k_c^2-k_\parallel^2 .
\]

If \(k_\parallel>k_c\), this is negative. The wave decays in the cap, and the carrier returns with \(\mathbf k_\parallel\) unchanged: \(p_t=1\). If \(k_\parallel<k_c\), the carrier enters the cap, reaches the diffuse surface and loses its drift: \(p_t=0\). It can return to the film, because \(k_\parallel<k_c<k_f\) leaves a real normal wavevector there.

Set \(s=1-u^2=(k_\parallel/k_f)^2\), so that \(u\,du=-ds/2\). The lossy directions are \(0<s<r^2\), and

\[
\int_0^1u(1-u^2)[1-p_t]\,du=\frac12\int_0^{r^2}s\,ds=\frac{r^4}{4}.
\]

The bare diffuse face gives \(\tfrac14\). The ratio is \(r^4\), which proves the result.

**Limits.** For \(r\to1\) the bare diffuse face is recovered. For \(r\to0\) the face becomes specular in this model, and the effects neglected here then set its loss. If instead \(k_c>k_f\), every film carrier can enter the cap and \(p_t=0\) in all directions. The factor is then 1, not \(r^4\).

**An independent calculation.** The conductance of film and cap together can also be found by following each carrier's past path and adding up the drift gained from the field. The path refracts or reflects at the interface and ends at a diffuse surface. With \(d=10\lambda\) and a vanishing cap thickness, this gives face factors 0.0625, 0.3164 and 1.000 for \(r=0.5\), 0.75 and 1, in agreement with \(r^4\).

## Why the fourth power

The flux striking the face from solid angle \(d\Omega=du\,d\alpha\), with \(\alpha\) the azimuth, is proportional to \(u\,du\,d\alpha\). The corresponding area in the plane of parallel wavevectors is

\[
d^2k_\parallel=k_f^2\,u\,du\,d\alpha .
\]

The incident carriers therefore fill the disc \(k_\parallel<k_f\) uniformly. The cap admits the smaller disc \(k_\parallel<k_c\), a fraction \(r^2\) of them.

Each carrier's drift is proportional to \(k_x\), and so is its contribution to the current, so its loss counts as \(k_x^2\). The mean of \(k_x^2\) over a uniform disc is a quarter of the squared radius, so for the admitted carriers it is smaller by another factor \(r^2\). Two powers of \(r\) count carriers, and two measure how much current each one carries. Total reflection protects the grazing carriers, which carry the most current along the film.

A random sampling of scattering events, with explicit diffuse re-emission from the cap, shows both factors. For \(r=0.75\), where \(r^2=0.5625\), the entering fraction is 0.562 and the ratio of mean \(k_x^2\) is 0.5622. The lost fraction of drift momentum is 0.316.

The effective masses do not appear. They affect how waves match at the interface, but not the condition \(k_\parallel<k_c\).

## How thin the cap must be

A cap of finite thickness \(t\) adds conduction in two ways. Write \(\delta f=(-\partial f_0/\partial\varepsilon)\Phi\). On a Fermi sphere of radius \(k\), the current density is proportional to

\[
\int\frac{dS}{v}\,v_x\Phi=k\int k_x\Phi\,d\Omega .
\]

In the bulk film \(\Phi=F\lambda k_x/k_f\), and this equals \(\tfrac{4\pi}{3}F\lambda k_f^2\).

**Current inside the cap.** Carriers entering from the film keep \(k_x\) and, to lowest order in \(t\), keep \(\Phi\). They fill the outward half of the cap's Fermi sphere:

\[
k_c\,\frac{F\lambda}{k_f}\cdot\frac12\cdot\frac{4\pi}{3}k_c^2
=\frac{r^3}{2}\cdot\frac{4\pi}{3}F\lambda k_f^2 .
\]

Spread over the film thickness, this adds \(r^3t/(2d)\) to \(\sigma/\sigma_0\).

**Drift carried back into the film.** A carrier leaving the outer surface moves a distance \(t\,k_x/k_{z,c}\) along \(x\) while crossing the cap, and gains \(\Phi=Ft\,k_x/k_{z,c}\). In the film this gain decays over a depth \(\lambda u\). With \(u\,d\Omega=d^2k_\parallel/k_f^2\), the current integrated over depth is

\[
k_f\!\int\! k_x\,\frac{Ftk_x}{k_{z,c}}\,\lambda u\,d\Omega
=\frac{F\lambda t}{k_f}\,\pi\!\int_0^{k_c}\!\frac{k^3\,dk}{\sqrt{k_c^2-k^2}}
=\frac{2\pi}{3}\,\frac{F\lambda t\,k_c^3}{k_f}.
\]

The substitution \(w=\sqrt{k_c^2-k^2}\) turns the last integral into \(\int_0^{k_c}(k_c^2-w^2)\,dw=\tfrac23k_c^3\). Division by the bulk film value \(\tfrac{4\pi}{3}F\lambda k_f^2d\) gives \(r^3t/(2d)\) again.

Together the two parts add \(r^3t/d\). Path following gives a coefficient 0.4218 at \(r=0.75\), where \(r^3=0.4219\). The net loss of the capped face is

\[
L_{\rm cap}\simeq\frac{3\lambda}{16d}\,r^4\left(1-\frac{t}{t_0}\right),\qquad t_0=\frac{3r\lambda}{16}.
\]

"Ultrathin" therefore means \(t\ll t_0\), which is stricter than \(t\ll\lambda\).

## Imperfect interfaces

**Partial reflection.** Suppose a carrier with \(k_\parallel<k_c\) is reflected with probability \(R\). The rest enter the cap and lose their drift. If the interface later turns them back into the cap, they meet the diffuse surface again, which changes nothing. Intensities may be added because the diffuse surface is assumed to destroy phase memory. Hence \(p_t=R\). With \(x=k_\parallel/k_f\) the face factor becomes

\[
4\int_0^r x^3\,[1-R(x)]\,dx\;\le\; r^4 .
\]

For equal masses and an abrupt potential step, let \(k_1\) and \(k_2\) be the normal wavevectors in film and cap. Continuity of the wave and its slope requires \(1+A=B\) and \(k_1(1-A)=k_2B\) for the reflected and transmitted amplitudes \(A\) and \(B\). Thus \(A=(k_1-k_2)/(k_1+k_2)\) and \(R=A^2\). Near the critical angle \(k_2\to0\) and \(R\to1\), so the neglect of reflection fails there. A smoother step narrows the range of angles affected but does not remove it.

**Diffuse scattering at the interface.** If the interface itself randomises a fraction \(g\) of all incident carriers, the others obey the earlier argument, and the factor is

\[
g+(1-g)\,r^4 .
\]

The two imperfections act in opposite directions: reflection lowers the loss and interface roughness raises it.

## Worked example

Take \(k_f=13.6\) nm⁻¹, \(\lambda=40\) nm and \(d=400\) nm, which are rough values for a thick copper film at room temperature. The model cap has \(k_c=10.2\) nm⁻¹, \(t=1\) nm and a mean free path of 10 nm. It stands for no particular metal. The bottom face is bare and diffuse.

With \(\sigma_0=ne^2\tau/m\), \(n=k_f^3/(3\pi^2)\) and \(\lambda=\hbar k_f\tau/m\), the bulk resistivity is

\[
\rho_0=\frac{3\pi^2\hbar}{e^2k_f^2\lambda}=1.644\ \text{µΩ cm}.
\]

The ratio \(r=10.2/13.6=0.75\) gives \(r^4=0.3164\). Carriers arriving at more than 48.6° from the normal are totally reflected. The face corrections are

\[
\frac{3\cdot40}{16\cdot400}=1.875\,\%\ \text{(bare)},\qquad
0.3164\times1.875\,\%=0.593\,\%\ \text{(capped)}.
\]

At fixed film thickness, the first-order resistivities are

\[
\rho_{\rm bare}=1.644\,(1+0.0375)=1.706\ \text{µΩ cm},
\]
\[
\rho_{\rm capped}=1.644\,(1+0.01875+0.00593)=1.685\ \text{µΩ cm}.
\]

The cap removes about two thirds of one face's correction, but at first order it lowers the film resistivity by only about 1.2 %. Inverting the conductivity instead of stopping at first order gives 1.686 µΩ cm for the capped film.

The neglected effects change the face factor 0.316 as follows, each taken alone:

- **Cap conduction.** Here \(t_0=5.6\) nm, so the linear estimate is \(0.316(1-1/5.6)=0.26\). Path following, which includes scattering inside the cap and higher orders in \(t\), gives 0.268.
- **Partial reflection.** An abrupt step with equal masses gives 0.267. For the smooth step \(V/(1+e^{-(z-d)/w})\), centred on the interface, with \(w=0.05\) nm and \(V=\hbar^2(k_f^2-k_c^2)/(2m)=3.08\) eV for the free-electron mass, the factor is 0.295. This uses the standard formula \(R=\sinh^2[\pi w(k_1-k_2)]/\sinh^2[\pi w(k_1+k_2)]\), quoted here without derivation. At \(k_\parallel=0.6k_f\) it agrees with direct integration of the wave equation to within \(10^{-5}\).
- **Interface roughness.** A diffuse fraction \(g=0.1\) gives \(0.1+0.9\times0.316=0.385\), an increase of 22 % relative to \(r^4\).
- **Tunnelling.** Treating the outer side of the cap as a film-like absorber adds about 0.001. The value depends on the outlet: absorbers with a fixed normal wavevector between 0.5 and 4 nm⁻¹ give 0.0016 to 0.0025.
- **Scattering of the evanescent wave.** A totally reflected carrier spends some time in the cap and can scatter there, so \(p_t\) is slightly below 1. Modelling this by an imaginary part \(k_c/\ell_c\) added to \(k_{z,c}^2\), with the cap mean free path \(\ell_c=10\) nm, adds about 0.02. Subtracting the drift gained in the same time, by using \(k_c/\ell_c-k_f/\lambda\) instead, leaves about 0.013. This exceeds the tunnelling term and grows for a dirtier cap, to about 0.08 at \(\ell_c=2\) nm.
- **Fermi-surface shape.** A 5 % increase of \(r\) raises \(r^4\) by 22 %. This is a measure of sensitivity, not a calculation for a real Fermi surface.
- **Temperature.** Averaging \((1-V/\varepsilon)^2\), the factor at energy \(\varepsilon\), over the thermal window at 300 K, with the weight \(\varepsilon^2\) that the face loss carries for a constant \(\tau\), raises it by about one part in \(10^4\).

With a specular outer surface the cap would show about \(k_ct/\pi\approx3\) standing-wave resonances. They are not confined subbands, because every propagating cap state leaks into the film. The ray picture leaves them out, because the diffuse outer surface is assumed to return no coherent wave.

## Use for interconnects

The chosen \(k_f\) and \(\lambda\) are typical of copper, but 400 nm is far thicker than the narrowest interconnect lines, whose widths are comparable with or below \(\lambda\). There the thick-film expansion loses its basis. It degrades slowly at first. For \(d=2\lambda\), \(r=0.75\) and a bottom specularity of 0.3, the full two-face solution gives \(L=0.0919\). The first-order expression gives \(\tfrac{3}{32}(0.7+0.316)=0.0953\), about 4 % too large as a conductance loss. Read as the resistivity correction, the same number is about 6 % too small, because the full correction is \(L/(1-L)=0.0919/0.9081=0.1012\). Real liners are often transition metals, for which a single spherical \(k_c\) is a poor description, and real interfaces are not perfectly smooth. By the estimates above, a 10 % diffuse fraction or a 5 % error in \(r\) each moves the factor by about a fifth at \(r=0.75\). The effect of the diffuse fraction depends strongly on \(r\): the same 10 % raises the factor by 150 % at \(r=0.5\) and by 5 % at \(r=0.9\). Grain boundaries add resistance that is not treated here.

A cap with \(k_c<k_f\) also need not help. A bare face with constant specularity \(p_0\) has the factor \(1-p_0\). For \(d\gg\lambda\), at fixed film thickness, and with cap conduction and partial reflection neglected, the cap lowers the resistivity if

\[
g+(1-g)r^4<1-p_0 .
\]

For \(r=0.75\) and a perfectly smooth interface this requires \(p_0<0.68\). In thinner films the threshold rises: with a diffuse bottom face the full two-face solution gives 0.71 at \(d=2\lambda\), 0.77 at \(d=\lambda\) and 0.84 at \(d=\lambda/2\). In this approximation, a face that already reflects more specularly than that is made worse by a cap with a diffuse outer surface. Cap conduction and partial reflection lower the loss of the capped face and so raise this threshold. In the worked example, cap conduction alone or reflection at an abrupt step alone moves it to about 0.73, and the smooth step to about 0.705. Scattering of the evanescent wave in the cap acts the other way.

## Values computed for the example and the checks

```
film kf: 13.6 1/nm
cap kc: 10.2 1/nm
film mean free path: 40 nm
film thickness: 400 nm
cap thickness: 1 nm
cap mean free path: 10 nm
film Fermi energy, free-electron mass: 7.047 eV
potential step, equal masses: 3.083 eV
kc/kf: 0.75
(kc/kf)^2: 0.5625
face factor (kc/kf)^4: 0.3164
critical angle from normal: 48.59 degree
ray-traced factor, kc/kf=0.50: 0.062498
ray-traced factor, kc/kf=0.75: 0.3164
ray-traced factor, kc/kf=1.00: 1
Monte Carlo lost momentum fraction: 0.316
Monte Carlo fraction entering cap: 0.562
Monte Carlo kx^2 ratio of entrants: 0.5622
two-face loss at d=2L, p=0.3, rays: 0.091928
two-face loss at d=2L, p=0.3, Boltzmann: 0.091928
correction of bare diffuse face: 1.875 %
correction of capped face: 0.5933 %
bulk resistivity: 1.6441 uOhm cm
film, both faces bare, first order: 1.7058 uOhm cm
film, one face capped, first order: 1.6847 uOhm cm
film, one face capped, 1/conductivity: 1.6857 uOhm cm
cap conductance slope, traced: 0.4218
cap conductance slope, (kc/kf)^3: 0.4219
cap thickness scale 3 r L/16: 5.625 nm
face factor with finite cap, traced: 0.268
face factor, abrupt-step reflection: 0.2673
step softness length: 0.05 nm
face factor, softened-step reflection: 0.2949
tunnelling addition to face factor: 0.00104
assumed diffuse interface fraction: 0.1
face factor with diffuse interface: 0.3848
temperature: 300 K
relative thermal change of factor: -4.2e-05
assumed change of kc/kf by anisotropy: 5 %
resulting change of face factor: 21.55 %
cap subband count kc t/pi: 3.25
```
